# Spin–orbit coupling and the electron affinities of tin and lead: test program

```python
"""Spin-orbit coupling and the electron affinities of tin and lead.

Result under test: A = A0 - (L2 - L3), where A is the electron affinity, A0 the
affinity between the terms 3P (atom, p^2) and 4S (anion, p^3) without spin-orbit
coupling, and L2, L3 are the spin-orbit lowerings of the two ground levels:
  L2 = [zeta - D + sqrt((D + zeta)^2 + 8 zeta^2)] / 2
  L3 = positive root of L (L + 3D/5)(L + D) = zeta^2 (9L/4 + 3D/5)
zeta: spin-orbit constant in zeta * sum(l.s);  D = 3 F2 / 5, with F2 the
quadrupole Slater integral (full F^2, not divided by 25).
The formulas are compared with diagonalization over all determinants.
zeta and F2 come from a frozen-core Dirac-Fock calculation of the valence p shell.
Radial work is in atomic units; printed energies are in eV.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from sympy.physics.wigner import gaunt, wigner_3j

C_LIGHT = 1 / fine_structure
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- many-electron p shell, built from determinants ----------
SPIN_ORBITALS = [(m, s) for m in (1, 0, -1) for s in (0.5, -0.5)]


def annihilator(position):
    """Matrix of one annihilation operator in the 64-dimensional Fock space."""
    result = np.eye(1)
    for i in range(6):
        if i < position:
            factor = np.diag([1.0, -1.0])
        elif i == position:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


def build_shell_operators():
    """Return sum(l.s) and the quadrupole repulsion for F2 = 25."""
    ann = [annihilator(i) for i in range(6)]
    angular = {}
    for m in (1, 0, -1):
        for mp in (1, 0, -1):
            g = float(gaunt(1, 2, 1, -m, m - mp, mp))
            angular[m, mp] = (-1) ** m * np.sqrt(4 * np.pi / 5) * g
    spin_orbit = np.zeros((64, 64))
    repulsion = np.zeros((64, 64))
    for a, (ma, sa) in enumerate(SPIN_ORBITALS):
        for c, (mc, sc) in enumerate(SPIN_ORBITALS):
            element = 0.0
            if a == c:
                element = ma * sa
            elif ma + sa == mc + sc and abs(ma - mc) == 1:
                element = np.sqrt(2) / 2
            spin_orbit += element * ann[a].T @ ann[c]
            if sa != sc:
                continue
            for b, (mb, sb) in enumerate(SPIN_ORBITALS):
                for d, (md, sd) in enumerate(SPIN_ORBITALS):
                    if sb != sd or ma + mb != mc + md:
                        continue
                    value = 25 * angular[ma, mc] * angular[md, mb]
                    repulsion += (0.5 * value * ann[a].T @ ann[b].T
                                  @ ann[d] @ ann[c])
    return spin_orbit, repulsion


SPIN_ORBIT, REPULSION = build_shell_operators()


def sector(operator, electrons):
    index = [i for i in range(64) if bin(i).count("1") == electrons]
    return operator[np.ix_(index, index)]


def diagonalize_shell(electrons, zeta, D):
    """Lowering, ground degeneracy and weight of the lowest LS term."""
    coulomb = D / 15 * sector(REPULSION, electrons)
    e0, v0 = np.linalg.eigh(coulomb)
    e, v = np.linalg.eigh(coulomb + zeta * sector(SPIN_ORBIT, electrons))
    term = v0[:, np.abs(e0 - e0[0]) < 1e-8 * D]
    degeneracy = int(np.sum(np.abs(e - e[0]) < 1e-8 * (D + zeta)))
    weight = np.sum((term.T @ v[:, 0]) ** 2)
    return e0[0] - e[0], degeneracy, weight


def lowering_p2(zeta, D):
    return (zeta - D + np.sqrt((D + zeta) ** 2 + 8 * zeta ** 2)) / 2


def lowering_p3(zeta, D):
    roots = np.roots([1, 1.6 * D, 0.6 * D ** 2 - 2.25 * zeta ** 2,
                      -0.6 * D * zeta ** 2])
    return max(roots.real)


for z_test, d_test in [(0.1, 2.0), (0.9, 1.7), (1.0, 1.0), (5.0, 0.8)]:
    n2 = diagonalize_shell(2, z_test, d_test)
    n3 = diagonalize_shell(3, z_test, d_test)
    assert abs(n2[0] - lowering_p2(z_test, d_test)) < 1e-9 and n2[1] == 1
    assert abs(n3[0] - lowering_p3(z_test, d_test)) < 1e-9 and n3[1] == 4

# Term energies: in units of F2/25, and the parallel-spin pair energy -F2/5.
levels2 = np.linalg.eigvalsh(sector(REPULSION, 2))
levels3 = np.linalg.eigvalsh(sector(REPULSION, 3))
assert np.allclose(levels2, [-5] * 9 + [1] * 5 + [10])
assert np.allclose(levels3, [-15] * 4 + [-6] * 10 + [0] * 6)

# Weak and strong coupling limits of L2 - L3 for equal parameters, D = 1.
weak = diagonalize_shell(2, 0.01, 1)[0] - diagonalize_shell(3, 0.01, 1)[0]
strong = diagonalize_shell(2, 200, 1)[0] - diagonalize_shell(3, 200, 1)[0]
assert abs(weak - (0.01 + 0.01 ** 2)) < 1e-5
assert abs(strong - (100 + 1 / 3)) < 5e-3

# ---------- radial Dirac solver ----------
LOG_GRID = np.linspace(np.log(1e-6), np.log(50.0), 1100)
STEP = LOG_GRID[1] - LOG_GRID[0]
R = np.exp(LOG_GRID)
WEIGHT = R * STEP


def multipole_potential(density, k):
    """Integral of r_<^k / r_>^(k+1) times a radial density."""
    inside = density * R ** (k + 1)
    outside = density * R ** (-float(k))
    inner = np.cumsum(inside, axis=-1) - inside / 2
    outer = np.cumsum(outside[..., ::-1], axis=-1)[..., ::-1] - outside / 2
    return STEP * (inner / R ** (k + 1) + outer * R ** k)


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def make_basis(kappa, exponents):
    """Kinetically balanced Gaussian basis, free Hamiltonian and overlap."""
    l = orbital_l(kappa)
    a = exponents[:, None]
    gaussian = np.exp(-a * R ** 2)
    large = R ** (l + 1) * gaussian
    balanced = ((l + 1 + kappa) * R ** l - 2 * a * R ** (l + 2)) * gaussian
    norm = np.sqrt(np.sum(large ** 2 * WEIGHT, axis=1))[:, None]
    large, balanced = large / norm, balanced / norm
    small = balanced / np.sqrt(np.sum(balanced ** 2 * WEIGHT, axis=1))[:, None]
    s_large = (large * WEIGHT) @ large.T
    s_small = (small * WEIGHT) @ small.T
    cross = C_LIGHT * (balanced * WEIGHT) @ small.T
    zero = np.zeros_like(s_large)
    free = np.block([[zero, cross], [cross.T, -2 * C_LIGHT ** 2 * s_small]])
    overlap = np.block([[s_large, zero], [zero, s_small]])
    return large, small, free, overlap


def potential_matrix(basis, potential):
    large, small = basis[:2]
    zero = np.zeros((len(large), len(large)))
    return np.block([[(large * WEIGHT * potential) @ large.T, zero],
                     [zero, (small * WEIGHT * potential) @ small.T]])


def positive_states(basis, potential):
    """Electron states: energies, coefficients, large and small parts."""
    n = len(basis[0])
    e, v = eigh(basis[2] + potential_matrix(basis, potential), basis[3])
    v = v[:, n:]
    return e[n:], v, v[:n].T @ basis[0], v[n:].T @ basis[1]


@lru_cache(maxsize=None)
def squared_3j(twice_ja, k, twice_jb):
    half = sp.Rational(1, 2)
    value = wigner_3j(sp.Rational(twice_ja, 2), k, sp.Rational(twice_jb, 2),
                      half, 0, -half)
    return float(value ** 2)


def neutral_atom(Z, core_counts, exponents):
    """Dirac atom with local exchange; core_counts[l] closed shells, plus p^2."""
    kappas = []
    for l, count in enumerate(core_counts):
        if count:
            kappas += [-l - 1] + ([l] if l else [])
    bases = {kappa: make_basis(kappa, exponents) for kappa in kappas}
    potential = -(1 + (Z - 1) / (1 + 0.75 * Z ** (1 / 3) * R) ** 2) / R
    for _ in range(80):
        states, core = {}, []
        density = np.zeros_like(R)
        for kappa in kappas:
            states[kappa] = positive_states(bases[kappa], potential)
            _, _, g, f = states[kappa]
            count = core_counts[orbital_l(kappa)]
            for i in range(count):
                core.append((kappa, g[i], f[i]))
                density += 2 * abs(kappa) * (g[i] ** 2 + f[i] ** 2)
            if orbital_l(kappa) == 1:
                density += (2 * abs(kappa) / 3
                            * (g[count] ** 2 + f[count] ** 2))
        exchange = -(3 * density / (4 * np.pi ** 2 * R ** 2)) ** (1 / 3)
        new = -Z / R + multipole_potential(density, 0) + exchange
        change = np.max(np.abs(R * (new - potential)))
        potential = potential + 0.3 * (new - potential)
    assert change < 1e-4
    assert abs(np.sum(density * WEIGHT) - Z) < 1e-6
    return bases, states, core


def valence_parameters(Z, core_counts, exponents):
    """zeta, F2 (eV), mean radius and orbital energies for p^2 and p^3."""
    bases, states, core = neutral_atom(Z, core_counts, exponents)
    core_density = sum(2 * abs(k) * (g ** 2 + f ** 2) for k, g, f in core)
    core_field = -Z / R + multipole_potential(core_density, 0)
    spaces = {}
    for kappa in (1, -2):
        _, v, g, f = states[kappa]
        first = core_counts[1]
        v, g, f = v[:, first:], g[first:], f[first:]
        fock = v.T @ (bases[kappa][2]
                      + potential_matrix(bases[kappa], core_field)) @ v
        ja2 = 2 * abs(kappa) - 1
        for kb, gb, fb in core:
            jb2 = 2 * abs(kb) - 1
            pair = g * gb + f * fb
            for k in range(abs(ja2 - jb2) // 2, (ja2 + jb2) // 2 + 1):
                if (1 + k + orbital_l(kb)) % 2 == 0:
                    factor = (jb2 + 1) * squared_3j(ja2, k, jb2)
                    fock -= (factor * (pair * WEIGHT)
                             @ multipole_potential(pair, k).T)
        spaces[kappa] = (fock, g, f)
    results = {}
    for electrons in (2, 3):
        density = sum(abs(k) / 3 * (spaces[k][1][0] ** 2
                                   + spaces[k][2][0] ** 2) for k in (1, -2))
        for _ in range(100):
            field = (electrons - 1) * (multipole_potential(density, 0)
                                       - multipole_potential(density, 2) / 5)
            new, energy = np.zeros_like(R), {}
            for kappa, (fock, g, f) in spaces.items():
                matrix = (fock + (g * WEIGHT * field) @ g.T
                          + (f * WEIGHT * field) @ f.T)
                e, u = np.linalg.eigh((matrix + matrix.T) / 2)
                energy[kappa] = e[0]
                new += abs(kappa) / 3 * ((u[:, 0] @ g) ** 2
                                         + (u[:, 0] @ f) ** 2)
            change = np.sum(np.abs(new - density) * WEIGHT)
            density = 0.5 * density + 0.5 * new
        assert change < 1e-5 and max(energy.values()) < 0
        zeta = 2 / 3 * (energy[-2] - energy[1]) * HARTREE_EV
        f2 = np.sum(density * multipole_potential(density, 2) * WEIGHT)
        results[electrons] = dict(
            zeta=zeta, F2=f2 * HARTREE_EV, radius=np.sum(density * R * WEIGHT),
            e_half=energy[1] * HARTREE_EV, e_three=energy[-2] * HARTREE_EV)
    return results


EXPONENTS = 0.01 * 2.2 ** np.arange(28)

# One-electron ions: solver against the closed Dirac energy formula.
for Z in (50, 82):
    numerical, closed = [], []
    for kappa in (1, -2):
        numerical.append(positive_states(make_basis(kappa, EXPONENTS),
                                         -Z / R)[0][0])
        gamma = np.sqrt(kappa ** 2 - (Z / C_LIGHT) ** 2)
        ratio = Z / C_LIGHT / (2 - abs(kappa) + gamma)
        closed.append(C_LIGHT ** 2 * (1 / np.sqrt(1 + ratio ** 2) - 1))
    assert np.allclose(numerical, closed, rtol=1e-3)
    assert abs(np.diff(numerical)[0] / np.diff(closed)[0] - 1) < 3e-3

# Quadrupole integral of a hydrogen 2p density against symbolic integration.
x, y = sp.symbols("x y", positive=True)
inner_exact = sp.integrate(y ** 6 * sp.exp(-y) / 24, (y, 0, x))
integrand = sp.expand(x * sp.exp(-x) / 24 * inner_exact)
exact_f2 = float(2 * sp.integrate(integrand, (x, 0, sp.oo)))
p_density = R ** 4 * np.exp(-R) / 24
grid_f2 = np.sum(p_density * multipole_potential(p_density, 2) * WEIGHT)
assert abs(grid_f2 / exact_f2 - 1) < 1e-3

# Exchange with a full l shell must not depend on j of the p electron.
for lb in range(4):
    for k in range(abs(1 - lb), lb + 2, 2):
        spin_free = (2 * lb + 1) * float(wigner_3j(1, k, lb, 0, 0, 0) ** 2)
        for ja2 in (1, 3):
            total = sum((jb2 + 1) * squared_3j(ja2, k, jb2)
                        for jb2 in (2 * lb - 1, 2 * lb + 1) if jb2 > 0)
            assert abs(total - spin_free) < 1e-12

# ---------- tin and lead ----------
ATOMS = {"Sn": (50, (5, 3, 2, 0)), "Pb": (82, (6, 4, 3, 1))}
GIVEN_AFFINITY = {"Sn": 1.11, "Pb": 0.36}
parameters = {name: valence_parameters(Z, counts, EXPONENTS)
              for name, (Z, counts) in ATOMS.items()}
other_basis = valence_parameters(*ATOMS["Pb"], 0.01 * 2.5 ** np.arange(24))
for q in (2, 3):
    for key in ("zeta", "F2"):
        assert abs(other_basis[q][key] / parameters["Pb"][q][key] - 1) < 0.01


def reduction(name, f2_scale=1.0):
    atom, anion = parameters[name][2], parameters[name][3]
    return (lowering_p2(atom["zeta"], 0.6 * f2_scale * atom["F2"])
            - lowering_p3(anion["zeta"], 0.6 * f2_scale * anion["F2"]))


rest, delta = {}, {}
for name in ATOMS:
    print(f"{name}: given electron affinity = {GIVEN_AFFINITY[name]:.2f} eV")
    for q, species, term in ((2, "atom p2", "3P"), (3, "anion p3", "4S")):
        p = parameters[name][q]
        D = 0.6 * p["F2"]
        low, _, weight = diagonalize_shell(q, p["zeta"], D)
        formula = (lowering_p2 if q == 2 else lowering_p3)(p["zeta"], D)
        assert abs(low - formula) < 1e-8
        print(f"{name} {species}: orbital energies p1/2, p3/2 = "
              f"{p['e_half']:.3f}, {p['e_three']:.3f} eV")
        print(f"{name} {species}: zeta = {p['zeta']:.3f} eV, F2 = "
              f"{p['F2']:.3f} eV, D = {D:.3f} eV")
        print(f"{name} {species}: mean p radius = {p['radius']:.3f} bohr, "
              f"zeta/D = {p['zeta'] / D:.3f}")
        print(f"{name} {species}: lowering L{q} = {low:.3f} eV, "
              f"{term} weight = {weight:.3f}")
    assert parameters[name][3]["zeta"] < parameters[name][2]["zeta"]
    assert parameters[name][3]["radius"] > parameters[name][2]["radius"]
    delta[name] = reduction(name)
    rest[name] = GIVEN_AFFINITY[name] + delta[name]
    atom = parameters[name][2]
    same = (lowering_p2(atom["zeta"], 0.6 * atom["F2"])
            - lowering_p3(atom["zeta"], 0.6 * atom["F2"]))
    print(f"{name}: affinity reduction L2 - L3 = {delta[name]:.3f} eV")
    print(f"{name}: reduction with atom parameters in both = {same:.3f} eV")
    print(f"{name}: reduction with F2 times 0.75 = "
          f"{reduction(name, 0.75):.3f} eV")
    print(f"{name}: inferred spin-orbit-free affinity A0 = "
          f"{rest[name]:.3f} eV")

gap = GIVEN_AFFINITY["Sn"] - GIVEN_AFFINITY["Pb"]
explained = delta["Pb"] - delta["Sn"]
explained_scaled = reduction("Pb", 0.75) - reduction("Sn", 0.75)
assert abs(explained - gap) < 0.5 * gap
assert abs(explained_scaled - explained) < 0.1
print(f"Given affinity ratio Pb/Sn = "
      f"{GIVEN_AFFINITY['Pb'] / GIVEN_AFFINITY['Sn']:.3f}")
print(f"Given affinity gap Sn - Pb = {gap:.3f} eV")
print(f"Gap from spin-orbit lowering = {explained:.3f} eV")
print(f"Same gap with F2 times 0.75 = {explained_scaled:.3f} eV")
print(f"Share of given gap = {100 * explained / gap:.1f} percent")
print(f"Remaining A0 difference Sn - Pb = {rest['Sn'] - rest['Pb']:.3f} eV")
print("every check passed")
```

It prints:

```
Sn: given electron affinity = 1.11 eV
Sn atom p2: orbital energies p1/2, p3/2 = -7.393, -6.961 eV
Sn atom p2: zeta = 0.288 eV, F2 = 4.025 eV, D = 2.415 eV
Sn atom p2: mean p radius = 3.215 bohr, zeta/D = 0.119
Sn atom p2: lowering L2 = 0.349 eV, 3P weight = 0.979
Sn anion p3: orbital energies p1/2, p3/2 = -1.587, -1.265 eV
Sn anion p3: zeta = 0.214 eV, F2 = 3.311 eV, D = 1.987 eV
Sn anion p3: mean p radius = 3.777 bohr, zeta/D = 0.108
Sn anion p3: lowering L3 = 0.023 eV, 4S weight = 0.988
Sn: affinity reduction L2 - L3 = 0.325 eV
Sn: reduction with atom parameters in both = 0.314 eV
Sn: reduction with F2 times 0.75 = 0.333 eV
Sn: inferred spin-orbit-free affinity A0 = 1.435 eV
Pb: given electron affinity = 0.36 eV
Pb atom p2: orbital energies p1/2, p3/2 = -7.922, -6.426 eV
Pb atom p2: zeta = 0.997 eV, F2 = 3.919 eV, D = 2.351 eV
Pb atom p2: mean p radius = 3.306 bohr, zeta/D = 0.424
Pb atom p2: lowering L2 = 1.513 eV, 3P weight = 0.882
Pb anion p3: orbital energies p1/2, p3/2 = -2.134, -0.995 eV
Pb anion p3: zeta = 0.759 eV, F2 = 3.193 eV, D = 1.916 eV
Pb anion p3: mean p radius = 3.912 bohr, zeta/D = 0.396
Pb anion p3: lowering L3 = 0.328 eV, 4S weight = 0.801
Pb: affinity reduction L2 - L3 = 1.184 eV
Pb: reduction with atom parameters in both = 1.050 eV
Pb: reduction with F2 times 0.75 = 1.154 eV
Pb: inferred spin-orbit-free affinity A0 = 1.544 eV
Given affinity ratio Pb/Sn = 0.324
Given affinity gap Sn - Pb = 0.750 eV
Gap from spin-orbit lowering = 0.859 eV
Same gap with F2 times 0.75 = 0.820 eV
Share of given gap = 114.5 percent
Remaining A0 difference Sn - Pb = -0.109 eV
every check passed
```
